# Monotone Newton solution of the van der Pauw equation

## What fails without a guaranteed scheme

Two four-terminal readings on a thin film, 12.8 ohm and 0.92 ohm, must be turned into one sheet resistance. Averaging them, as if they were equal, gives 31.09 ohm. The van der Pauw equation gives 20.03 ohm, so the average is 55% too high relative to that value. Newton's method applied directly to the sheet resistance can do worse: started at 137.20 ohm, its next value is −278.60 ohm.

Both faults are avoided by solving for \(x=\pi/R_s\), where \(R_s\) is the sheet resistance, and starting at \(x=0\). In exact arithmetic the iterates then rise strictly to the root for every pair of positive resistances. Resistances are in ohm and \(x\) is in 1/ohm.

## The equation and its assumptions

The film is uniform, isotropic and without holes. Four point contacts, numbered 1 to 4 in order, lie on its edge. Let current \(I\) enter at 1 and leave at 2, and define \(R_A=(V_4-V_3)/I\). Let it then enter at 2 and leave at 3, and define \(R_B=(V_1-V_4)/I\).

Take first a half-plane with contacts on its straight edge, separated by \(a,b,c>0\). Current from an edge contact crosses a half-circle of length \(\pi r\), so the field is \(IR_s/(\pi r)\) and the potential is \(-(IR_s/\pi)\ln r\) plus a constant. A sink has the opposite sign. For the first reading,

\[
R_A=\frac{R_s}{\pi}\left[\ln\frac{b+c}{a+b+c}-\ln\frac{b}{a+b}\right]
=\frac{R_s}{\pi}\ln\frac{(a+b)(b+c)}{b(a+b+c)} .
\]

For the second,

\[
R_B=\frac{R_s}{\pi}\left[\ln\frac{a+b}{a}-\ln\frac{c}{b+c}\right]
=\frac{R_s}{\pi}\ln\frac{(a+b)(b+c)}{ac}.
\]

Exponentiating and adding gives

\[
e^{-\pi R_A/R_s}+e^{-\pi R_B/R_s}
=\frac{b(a+b+c)+ac}{(a+b)(b+c)}=1,
\]

because both numerator and denominator expand to \(ab+ac+b^2+bc\). A conformal map carries a film of another shape to the half-plane. It preserves Laplace's equation, the insulated edge and the current through corresponding lines, so the two resistances and the equation are unchanged.

The task is therefore to find the zero of

\[
f(x)=e^{-R_Ax}+e^{-R_Bx}-1,\qquad R_A,R_B>0 .
\]

## Proof of monotone convergence

The derivatives are

\[
f'=-R_Ae^{-R_Ax}-R_Be^{-R_Bx}<0,\qquad
f''=R_A^2e^{-R_Ax}+R_B^2e^{-R_Bx}>0.
\]

Since \(f(0)=1\), \(f\to-1\) as \(x\to\infty\), and \(f\) falls strictly, there is one real root \(x_*\), and it is positive. Newton's iteration is

\[
x_{n+1}=x_n+d_n,\qquad d_n=\frac{f(x_n)}{|f'(x_n)|},\qquad x_0=0.
\]

The plus sign appears because \(f'=-|f'|\). Suppose \(x_n<x_*\). Then \(f(x_n)>0\), so \(d_n>0\). Strict convexity puts the tangent at \(x_n\) below the curve at \(x_*\):

\[
0=f(x_*)>f(x_n)-|f'(x_n)|(x_*-x_n).
\]

Division by \(|f'(x_n)|\) gives \(d_n<x_*-x_n\). Hence

\[
x_n<x_{n+1}<x_* .
\]

By induction the whole sequence rises and stays below \(x_*\), so it has a limit \(L\). Both \(f\) and \(f'\) are continuous and \(f'(L)\ne0\). Taking the limit of the iteration gives \(f(L)/|f'(L)|=0\), so \(L=x_*\).

The first step is \(x_1=1/(R_A+R_B)\). The estimates \(R_{s,n}=\pi/x_n\), defined for \(n\ge1\), fall strictly towards \(R_s\).

## Error and stopping rule

Let \(R_>\) and \(R_<\) be the larger and smaller resistance, and let \(e_n=x_*-x_n\). Taylor's formula at \(x_n\) gives, for some \(\xi\) between \(x_n\) and \(x_*\),

\[
0=f(x_n)-|f'(x_n)|e_n+\tfrac12 f''(\xi)e_n^2 .
\]

After division by \(|f'(x_n)|\), and with \(e_{n+1}=e_n-d_n\),

\[
e_{n+1}=\frac{f''(\xi)}{2|f'(x_n)|}e_n^2\le\frac{R_>}{2}e_n^2 .
\]

The inequality holds because \(f''\) decreases with \(x\), so \(f''(\xi)\le f''(x_n)\), and because \(f''(x_n)\le R_>|f'(x_n)|\) term by term.

A usable stopping rule must not contain the unknown root. Since \(|f'|\) decreases with \(x\),

\[
f(x_n)=\int_{x_n}^{x_*}|f'(x)|\,dx\ge e_n|f'(x_*)|\ge e_nR_< .
\]

The last step uses the root equation: the two exponentials add to one, so \(|f'(x_*)|\) is a weighted mean of \(R_A\) and \(R_B\). Moreover \(R_{s,n}/R_s-1=x_*/x_n-1=e_n/x_n\), so

\[
0\le\frac{R_{s,n}}{R_s}-1\le\frac{f(x_n)}{R_<x_n},\qquad n\ge1.
\]

The right side bounds the error of the current sheet resistance relative to the true root of the equation.

## Pseudocode and rounding

```
input R_A, R_B, tol        # for example tol = 1e-12
require R_A and R_B finite and positive
big = max(R_A, R_B);  small = min(R_A, R_B)
x = 0
repeat, with an iteration cap:
    p = exp(-big*x)
    q = expm1(-small*x)    # exp(-small*x) - 1
    f = p + q
    if f <= tol*small*x: return pi/x
    x = x + f/(big*p + small*(1 + q))
report failure if the cap is reached
```

Each pass costs two exponential-type evaluations and a few arithmetic operations, and storage is constant. At \(x=0\) the stopping test reads \(1\le0\), so no division by zero occurs.

The function `expm1` matters for unequal readings. At a ratio of \(10^{12}\), the root has \(R_>x_*=24.435\), so \(p\approx2.4\times10^{-11}\). Forming a sum close to one and then subtracting one would leave a rounding error near \(10^{-16}\), a few parts in a million of \(p\). The form above keeps the small terms separate.

Strict monotonicity is a statement about exact arithmetic. Close to the root, rounding can make \(f\) zero or negative, and the stopping test then returns. The tolerance cannot be arbitrarily small. A relative rounding error \(\eta\) in \(x\) changes \(f/(R_<x)\) by about \(\eta|f'(x_*)|/R_<\). With \(u_*=R_>x_*\), the root equation gives \(e^{-u_*}=1-e^{-R_<x_*}\le R_<x_*\), hence

\[
\frac{|f'(x_*)|}{R_<}\le\frac{R_>}{R_<}e^{-u_*}+1\le u_*+1.
\]

The tolerance should therefore stay well above \((u_*+1)\eta\). With \(\eta\approx2\times10^{-16}\), the value \(10^{-12}\) does so even at the ratio just quoted.

## How many steps are needed

Convergence is guaranteed for every positive pair, but the number of steps is not the same for every pair. Let \(r=R_</R_>\le1\) and \(\varepsilon_n=R_>e_n\), so \(\varepsilon_0=u_*\).

**Size of the root.** The arithmetic mean of two positive numbers is at least their geometric mean. At the root this gives \(1\ge2e^{-(R_A+R_B)x_*/2}\), or

\[
x_*\ge\frac{2\ln2}{R_A+R_B}.
\]

For an upper bound, try \(v=\ln(1+1/r)\) as the value of \(R_>x\). Then \(e^{-v}=r/(1+r)\), and \(f\le0\) there if \(e^{-rv}\le1/(1+r)\). Taking logarithms, this requires

\[
\psi(r)=r\ln(1+1/r)-\ln(1+r)=(r-1)\ln(1+r)-r\ln r\ge0 .
\]

The function \(\psi\) vanishes at \(r\to0\) and at \(r=1\), and

\[
\psi''=\frac1{1+r}+\frac2{(1+r)^2}-\frac1r=\frac{r-1}{r(1+r)^2}\le0 .
\]

A concave function with zero end values is nonnegative between them. Thus \(u_*\le\ln(1+R_>/R_<)\).

**Far from the root.** For \(x_n\ge0\), \(f(x_n)\le e^{-R_>x_n}\) and \(|f'(x_n)|\ge R_>e^{-R_>x_n}\), so no step exceeds \(1/R_>\). At least \(u_*-1\) steps are therefore needed to reach \(\varepsilon\le1\).

For a lower bound on the step, put \(u=R_>x_n\) and suppose \(\varepsilon_n=u_*-u\ge1\). Then

\[
R_>d_n=\frac{e^{-u}-(1-e^{-ru})}{e^{-u}+re^{-ru}} .
\]

In the numerator, \(1-e^{-ru}\le1-e^{-ru_*}=e^{-u_*}=e^{-u}e^{-\varepsilon_n}\). In the denominator, \(ye^{-y}\le1-e^{-y}\) with \(y=ru_*\) gives \(re^{-ru_*}\le e^{-u_*}/u_*\). Therefore

\[
re^{-ru}=re^{-ru_*}e^{r\varepsilon_n}\le\frac{e^{-u_*}e^{\varepsilon_n}}{u_*}=\frac{e^{-u}}{u_*}.
\]

Cancelling \(e^{-u}\) and using \(\varepsilon_n\ge1\),

\[
R_>d_n\ge\frac{1-e^{-\varepsilon_n}}{1+1/u_*}\ge\frac{(1-1/e)u_*}{1+u_*}=\delta .
\]

If \(\varepsilon\) is still above one before step \(N\), then \(1<u_*-(N-1)\delta\). Hence, for \(u_*>1\), the condition \(\varepsilon\le1\) is reached after at most

\[
1+\frac{u_*-1}{\delta}=1+\frac{u_*^2-1}{u_*(1-1/e)}
\]

steps. For \(u_*\le1\) it holds at the start.

**Near the root.** The quadratic bound reads \(\varepsilon_{n+1}\le\varepsilon_n^2/2\). Starting from \(\varepsilon\le1\), induction gives \(\varepsilon\le2^{1-2^k}\) after \(k\) more steps. Six steps give \(2^{-63}\).

The total thus grows as the logarithm of the resistance ratio. The root equation also gives \(e^{-u_*}\le ru_*\), or \(u_*+\ln u_*\ge\ln(1/r)\), so the growth is real and not a feature of a loose upper bound.

The two root bounds under "Size of the root", and the bounds on step length, error and number of steps, were tested along 80-digit Newton paths, with roots found by bisection. For ratios 1, 1.5, 10, \(10^3\), \(10^6\) and \(10^{12}\), reaching \(\varepsilon\le2^{-63}\) took 6, 6, 7, 10, 17 and 30 steps. The proved limits were 6, 6, 8, 15, 24 and 45, and all the tested bounds held.

## Worked example

Take \(R_A=12.8\) ohm and \(R_B=0.92\) ohm. The first iterate is \(1/13.72=0.072886\) 1/ohm, or \(R_{s,1}=13.72\pi=43.10\) ohm. The errors below are \(e_n/x_*\).

| \(n\) | \(x_n\) (1/ohm) | \(R_{s,n}\) (ohm) | error of \(x_n\) |
|---|---|---|---|
| 1 | 0.072886 | 43.103 | 0.535 |
| 2 | 0.128610 | 24.427 | 0.180 |
| 3 | 0.153326 | 20.490 | 0.0223 |
| 4 | 0.156766 | 20.040 | \(3.51\times10^{-4}\) |
| 5 | 0.156821 | 20.033 | \(8.73\times10^{-8}\) |

At the root the exponentials are 0.13435 and 0.86565, which add to one. With tolerance \(10^{-12}\) the solver stops after six steps.

The last two rows show the quadratic law: \(8.73\times10^{-8}/(3.51\times10^{-4})^2=0.709\). The predicted limiting coefficient is \(x_*f''(x_*)/(2|f'(x_*)|)\). Its numerical value is

\[
\frac{0.15682}{2}\,\frac{12.8^2(0.13435)+0.92^2(0.86565)}{12.8(0.13435)+0.92(0.86565)}=0.709 .
\]

The lower root bound, 0.10104 1/ohm, is a better start. It lies at or left of the root, so the same proof applies, and here it saves one step. It corresponds to simple averaging, which therefore never underestimates \(R_s\) within this model. Equality holds for \(R_A=R_B=R\), where \(R_s=\pi R/\ln2\).

## Failure modes

**Start to the right of the root.** The tangent inequality still holds, so the next iterate lies left of \(x_*\), but it may be negative. From \(3x_*=0.47046\) the example goes to \(-0.08527\) 1/ohm. The iteration then rises monotonically, since the proof does not need \(x_n\ge0\), but a negative intermediate \(R_s\) has no physical meaning. The stopping test of the pseudocode is also unsafe from such a start: \(f\) is negative there, so the test would return the wrong starting value at once.

**Iteration in \(R_s\).** The derivative of \(f(\pi/R_s)\) with respect to \(R_s\) is \(|f'(x)|x/R_s\). Newton's next value is therefore \(R_s(1-d/x)\), with \(d=f(x)/|f'(x)|\). It is negative whenever \(d>x\). As \(x\to0\), \(d\to1/(R_A+R_B)\), so every sufficiently large starting \(R_s\) fails in this way.

**Zero or negative reading.** If \(R_B=0\) and \(R_A>0\), then \(f=e^{-R_Ax}\) has no root and each Newton step equals \(1/R_A\) without end. If \(R_B<0\), the second exponential exceeds one for every \(x>0\), so there is no positive root. Such input must be rejected. An uncorrected voltage offset can produce it when the true reading is small.

**A converged but wrong result.** Every positive pair has a root, even if the film violates the assumptions. Convergence therefore says nothing about the quality of the sample.

## Reading errors and a real film

Differentiating the root equation gives \(\sum_i e^{-R_ix_*}(R_i\,dx+x_*\,dR_i)=0\). Since \(dR_s/R_s=-dx/x_*\),

\[
\frac{dR_s}{R_s}=\sum_iw_i\frac{dR_i}{R_i},\qquad
w_i=\frac{R_ie^{-R_ix_*}}{\sum_jR_je^{-R_jx_*}} .
\]

The weights are \(w_A=0.6835\) and \(w_B=0.3165\). An offset of 1 uV at 1 mA adds 0.001 ohm to both readings. It changes \(R_s\) by \(0.6835(0.001/12.8)+0.3165(0.001/0.92)=4.0\times10^{-4}\), or 0.04%. Most of this comes from the smaller reading.

The readings suit a 12 mm by 8 mm coupon with corner contacts. A resistor network of that shape, built without the van der Pauw equation, gave \(R_A/R_s=0.6401\) and \(R_B/R_s=0.0458\) at 0.10 mm mesh; the values for the continuous rectangle are 0.6400 and 0.0458. The sheet resistance recovered from them was 0.021% too high at 0.10 mm mesh and 0.005% too high at 0.05 mm, a fourfold fall on halving the mesh.

For a thickness of 100 nm, the example's resistivity is \(20.03\ \text{ohm}\times10^{-5}\ \text{cm}=2.0\times10^{-4}\) ohm cm. Indium tin oxide on glass has, roughly, a few times \(10^{-4}\) ohm cm, so the chosen film is towards the well-conducting end. Real films have finite contacts and are not perfectly uniform. In the network at 0.10 mm mesh, square corner pads of 1 mm side lower the inferred \(R_s\) by about 0.4% relative to point contacts at the corners. Point contacts set 1 mm in from both edges also lower it by about 0.4%. A local sheet resistance proportional to \(1+0.025[\cos(2\pi X/L_X)+\cos(2\pi Y/L_Y)]\), with \(X,Y\) measured from a corner and \(L_X,L_Y\) the side lengths, is 5% above the area mean at the corners and 5% below it at the centre, and gives a result 2.0% below that mean. The shift depends on the pattern and not only on these two values: a single cosine period along the long side alone gives 1.8% below, along the short side alone 2.3% below, and three periods along each side about 0.1% below. A 5 K change with an assumed rough coefficient of \(5\times10^{-4}\) per K shifts \(R_s\) by 0.25%. A thickness error of 5 nm shifts the resistivity by 5%, the largest of these effects, but leaves \(R_s\) untouched. All of them far exceed the solver's error; the numerical output lists them together.

## Computed results

```
Readings: R_A = 12.8 ohm, R_B = 0.92 ohm, ratio 13.913
Newton from zero: n, x (1/ohm), Rs (ohm), f, relative error of x, its bound
  0  0.0000000000  infinite  1.000e+00  1.00e+00  none
  1  0.0728862974  43.10265121  3.285e-01  5.35e-01  4.90e+00
  2  0.1286104865  24.42718894  8.119e-02  1.80e-01  6.86e-01
  3  0.1533261825  20.48960329  8.933e-03  2.23e-02  6.33e-02
  4  0.1567656161  20.04006192  1.385e-04  3.51e-04  9.60e-04
  5  0.1568206426  20.03303010  3.445e-08  8.73e-08  2.39e-07
  6  0.1568206563  20.03302835  2.132e-15  5.40e-15  1.48e-14
  7  0.1568206563  20.03302835  8.165e-30  2.07e-29  5.66e-29
Root x = 0.1568206563 1/ohm; scaled root = 2.00730
exp(-R_A x) = 0.134350, exp(-R_B x) = 0.865650
Sheet resistance Rs = 20.03303 ohm
Film thickness = 100 nm
Resistivity = 2.0033e-04 ohm cm
Rs from simple averaging = 31.0920 ohm, too high by 55.20 %
Root bounds: 0.101042 to 0.211112 1/ohm
Solver steps (tolerance 1e-12): 6 from zero, 5 from lower bound
Proved step limit for scaled error 2^-63: 9
Ratio, scaled root, steps to scaled error 2^-63, proved limit
  1.0e+00  0.69315  6  6
  1.5e+00  0.84360  6  6
  1.0e+01  1.80229  7  8
  1.0e+03  5.25181  10  15
  1.0e+06  11.38336  17  24
  1.0e+12  24.43500  30  45
Start at 3 times the root: 0.47046 -> -0.08527 1/ohm
Newton in Rs: 137.20 -> -278.60 ohm
Sensitivity weights: w_A = 0.6835, w_B = 0.3165
Network film 12 mm x 8 mm: R_A/Rs = 0.64008, R_B/Rs = 0.04578
Recovered Rs error: +0.02057 % at 0.10 mm mesh, +0.00514 % at 0.05 mm
Mesh error ratio on halving = 4.000
Neglected effects, relative change:
  1 mm square corner pads, Rs: -0.3990 %
  point contacts 1 mm from both edges, Rs: -0.4032 %
  local Rs +5 % at corners, -5 % at centre, Rs against area mean: -2.021 %
  offset 1 uV at 1 mA in both readings, Rs: +0.0397 %
  5 K at rough 5e-04 per K, Rs: +0.250 %
  thickness error 5 nm, resistivity: +5.0 %
```
